# Orbital rotations by matrix exponentials, with the orbital gradient and Hessian: a program that tests the result

```python
"""Orbital rotations in second quantization.

Result under test: for K = sum_pq k[p,q] c_p a_q (c = creation, a = annihilation),
    exp(-K) c_p exp(K) = sum_q c_q expm(-k)[q,p],
and for E(x) = <0| exp(K) H exp(-K) |0>, K = sum_m x_m X_m, at x = 0,
    gradient_m = <[X_m,H]>,
    hessian_mn = <[X_m,[X_n,H]] + [X_n,[X_m,H]]> / 2.
H = sum h[p,q] c_p a_q + 1/2 sum v[p,q,r,s] c_p c_q a_s a_r, v[p,q,r,s] = <pq|rs>.
D[p,q] = <c_p a_q>;  G[p,q,r,s] = <c_p c_q a_s a_r>.
The worked example is a two-site Hubbard model (hopping t, repulsion U).
"""
import itertools
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def creators(m):
    """Creation matrices with fermion signs; basis vector 0 is the vacuum."""
    up = np.array([[0.0, 0.0], [1.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for p in range(m):
        matrix = np.eye(1)
        for q in range(m):
            factor = sign if q < p else (up if q == p else np.eye(2))
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def one_body(k, c):
    m = len(c)
    return sum(k[p, q] * c[p] @ c[q].T for p in range(m) for q in range(m))


def hamiltonian(h, v, c):
    total = one_body(h, c).astype(complex)
    for p, q, r, s in itertools.product(range(len(c)), repeat=4):
        if v[p, q, r, s] != 0:
            total += 0.5 * v[p, q, r, s] * (c[p] @ c[q] @ c[s].T @ c[r].T)
    return total


def comm(x, y):
    return x @ y - y @ x


def mean(op, psi):
    return np.vdot(psi, op @ psi)


def derivatives(gens, ham, psi):
    """Gradient and unsymmetrized double commutators, from Fock-space matrices."""
    inner = [comm(x, ham) for x in gens]
    grad = np.array([mean(y, psi).real for y in inner])
    raw = np.array([[mean(comm(x, y), psi).real for y in inner] for x in gens])
    return grad, raw


# ---------- general tests: five spin orbitals, complex integrals ----------
rng = np.random.default_rng(7)
M = 5
c = creators(M)
dim = 2 ** M
vac = np.zeros(dim)
vac[0] = 1.0
for p in range(M):
    for q in range(M):
        assert np.allclose(c[p] @ c[q].T + c[q].T @ c[p], (p == q) * np.eye(dim))
        assert np.allclose(c[p] @ c[q] + c[q] @ c[p], 0)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


general = 0.3 * random_complex(M, M)
anti = general - general.conj().T
transform_error = 0.0
for k in (anti, general):
    K = one_body(k, c)
    left, right, small = expm(-K), expm(K), expm(-k)
    for p in range(M):
        predicted = sum(c[q] * small[q, p] for q in range(M))
        error = np.abs(left @ c[p] @ right - predicted).max()
        transform_error = max(transform_error, error)
assert transform_error < 1e-10
U_anti, U_general = expm(-anti), expm(-general)
assert np.allclose(U_anti.conj().T @ U_anti, np.eye(M))
assert np.abs(U_general.conj().T @ U_general - np.eye(M)).max() > 0.1

# Overlaps of rotated determinants are minors of the orbital matrix.
big = expm(-one_body(anti, c))
pairs = list(itertools.combinations(range(M), 2))
minor_error = 0.0
for I in pairs:
    for J in pairs:
        ket = c[I[0]] @ c[I[1]] @ vac
        bra = c[J[0]] @ c[J[1]] @ vac
        minor = np.linalg.det(U_anti[np.ix_(J, I)])
        minor_error = max(minor_error, abs(bra @ big @ ket - minor))
assert minor_error < 1e-10

h = 0.5 * random_complex(M, M)
h = h + h.conj().T
v = 0.1 * random_complex(M, M, M, M)
v = v + v.transpose(1, 0, 3, 2)
v = v + v.transpose(2, 3, 0, 1).conj()
H = hamiltonian(h, v, c)
assert np.allclose(H, H.conj().T)

number = np.rint(np.diag(sum(x @ x.T for x in c))).astype(int)
sector = np.where(number == 3)[0]
psi = np.zeros(dim, complex)
psi[sector] = random_complex(len(sector))
psi /= np.linalg.norm(psi)
D = np.array([[mean(c[p] @ c[q].T, psi) for q in range(M)] for p in range(M)])
G = np.zeros((M,) * 4, complex)
for p, q, r, s in itertools.product(range(M), repeat=4):
    G[p, q, r, s] = mean(c[p] @ c[q] @ c[s].T @ c[r].T, psi)


def rotated_energy(k):
    """Energy from rotated integrals and fixed density matrices."""
    u = expm(-k)
    hr = u.conj().T @ h @ u
    w = np.tensordot(u.conj(), v, axes=(0, 0))
    w = np.tensordot(u.conj(), w, axes=(0, 1)).transpose(1, 0, 2, 3)
    w = np.tensordot(w, u, axes=(2, 0)).transpose(0, 1, 3, 2)
    w = np.tensordot(w, u, axes=(3, 0))
    return (np.sum(hr * D) + 0.5 * np.sum(w * G)).real


K = one_body(anti, c)
assert abs(rotated_energy(anti) - mean(expm(K) @ H @ expm(-K), psi).real) < 1e-9

# All real parameters of an anti-Hermitian matrix.
kmats = []
for p in range(M):
    for q in range(p):
        k = np.zeros((M, M), complex)
        k[p, q], k[q, p] = 1, -1
        kmats.append(k)
        k = np.zeros((M, M), complex)
        k[p, q] = k[q, p] = 1j
        kmats.append(k)
    k = np.zeros((M, M), complex)
    k[p, p] = 1j
    kmats.append(k)
gens = [one_body(k, c) for k in kmats]
grad, raw = derivatives(gens, H, psi)
hess = 0.5 * (raw + raw.T)

d = 2e-4
n = len(kmats)
fd_grad = np.array([(rotated_energy(d * k) - rotated_energy(-d * k)) / (2 * d)
                    for k in kmats])
fd_hess = np.zeros((n, n))
for i in range(n):
    for j in range(i + 1):
        plus, minus = d * (kmats[i] + kmats[j]), d * (kmats[i] - kmats[j])
        value = (rotated_energy(plus) - rotated_energy(minus)
                 - rotated_energy(-minus) + rotated_energy(-plus)) / (4 * d * d)
        fd_hess[i, j] = fd_hess[j, i] = value
grad_error = np.abs(grad - fd_grad).max()
hess_error = np.abs(hess - fd_hess).max()
# Tolerances cover the truncation and round-off of central differences.
assert grad_error < 1e-5
assert hess_error < 2e-4
asymmetry = np.abs(raw - raw.T).max()
assert asymmetry > 0.01
for i, j in ((0, 3), (2, 7), (5, 11)):
    jacobi = mean(comm(comm(gens[i], gens[j]), H), psi).real
    assert abs(raw[i, j] - raw[j, i] - jacobi) < 1e-9

# At an eigenstate the gradient and the order dependence both vanish.
vectors = np.linalg.eigh(H[np.ix_(sector, sector)])[1]
eigenstate = np.zeros(dim, complex)
eigenstate[sector] = vectors[:, 0]
grad_eig, raw_eig = derivatives(gens, H, eigenstate)
assert np.abs(grad_eig).max() < 1e-9
assert np.abs(raw_eig - raw_eig.T).max() < 1e-9


def generalized_fock(h1, v1):
    return D @ h1.T + np.einsum('qstu,pstu->pq', v1, G)


def contracted(k, h1, v1):
    F = generalized_fock(h1, v1)
    return np.sum(k * (F - F.conj().T)).real


def one_index(k):
    h1 = k @ h - h @ k
    v1 = (np.einsum('pt,tqrs->pqrs', k, v) + np.einsum('qt,ptrs->pqrs', k, v)
          - np.einsum('pqts,tr->pqrs', v, k) - np.einsum('pqrt,ts->pqrs', v, k))
    return h1, v1


assert np.allclose(comm(K, H), hamiltonian(*one_index(anti), c))
density_grad = np.array([contracted(k, h, v) for k in kmats])
density_raw = np.zeros((n, n))
for j in range(n):
    h1, v1 = one_index(kmats[j])
    density_raw[:, j] = [contracted(k, h1, v1) for k in kmats]
density_error = max(np.abs(density_grad - grad).max(),
                    np.abs(density_raw - raw).max())
assert density_error < 1e-9

# Single determinant: occupied 0,1 and virtual 2,3,4; not a stationary point.
occ, virt = (0, 1), (2, 3, 4)
det = c[0] @ c[1] @ vac
vbar = v - v.transpose(0, 1, 3, 2)
fock = h + sum(vbar[:, j, :, j] for j in occ)
ov = [(a, i) for a in virt for i in occ]
det_gens = [c[a] @ c[i].T - c[i] @ c[a].T for a, i in ov]
det_grad, det_raw = derivatives(det_gens, H, det)
formula_grad = np.array([-2 * fock[a, i].real for a, i in ov])
formula_hess = np.array([[2 * ((i == j) * fock[a, b] - (a == b) * fock[j, i]
                               + vbar[a, j, i, b] + vbar[a, b, i, j]).real
                          for b, j in ov] for a, i in ov])
assert np.abs(det_grad).max() > 0.01
det_error = max(np.abs(det_grad - formula_grad).max(),
                np.abs(det_raw - formula_hess).max())
assert det_error < 1e-9
k_occ = np.zeros((M, M), complex)
k_occ[:2, :2] = anti[:2, :2]
assert abs(abs(np.vdot(det, expm(-one_body(k_occ, c)) @ det)) - 1) < 1e-10

print("GENERAL TESTS (5 spin orbitals, dimensionless integrals)")
print(f"creation-operator transformation, max error: {transform_error:.1e}")
print(f"determinant overlaps against minors, max error: {minor_error:.1e}")
print(f"number of real rotation parameters: {n}")
print(f"gradient against finite differences, max error: {grad_error:.1e}")
print(f"Hessian against finite differences, max error: {hess_error:.1e}")
print(f"order dependence of double commutator, max: {asymmetry:.3f}")
print(f"density-matrix formulas, max error: {density_error:.1e}")
print(f"single-determinant formulas, max error: {det_error:.1e}")

# ---------- worked example: two sites, two electrons, energies in eV ----------
t, U = 1.0, 3.0
s = creators(4)  # site 1 up, site 2 up, site 1 down, site 2 down
vac4 = np.zeros(16)
vac4[0] = 1.0


def hubbard(hop, rep):
    h1 = np.zeros((4, 4))
    h1[0, 1] = h1[1, 0] = h1[2, 3] = h1[3, 2] = -hop
    v1 = np.zeros((4,) * 4)
    for a, b in ((0, 2), (1, 3)):
        v1[a, b, a, b] = v1[b, a, b, a] = rep
    return hamiltonian(h1, v1, s)


def determinant(theta_up, theta_down):
    up = np.cos(theta_up) * s[0] + np.sin(theta_up) * s[1]
    down = np.cos(theta_down) * s[2] + np.sin(theta_down) * s[3]
    return up @ down @ vac4


HH = hubbard(t, U)
spin_gens = [s[1] @ s[0].T - s[0] @ s[1].T, s[3] @ s[2].T - s[2] @ s[3].T]
both = spin_gens[0] + spin_gens[1]
print("HUBBARD DIMER")
print(f"hopping t = {t:.1f} eV, repulsion U = {U:.1f} eV")
print("Newton steps, equal rotation of both spins (x in rad):")
theta = np.pi / 6
for iteration in range(5):
    state = determinant(theta, theta)
    energy = mean(HH, state).real
    g1, h1 = derivatives([both], HH, state)
    slope, curve = g1[0], h1[0, 0]
    assert abs(slope - (4*t*np.cos(2*theta) + U*np.sin(4*theta))) < 1e-10
    assert abs(curve - (8*t*np.sin(2*theta) - 4*U*np.cos(4*theta))) < 1e-10
    x = -slope / curve
    print(f" {iteration}: theta={np.degrees(theta):.5f} deg, E={energy:.6f} eV,"
          f" g={slope:.5f} eV, H={curve:.5f} eV, x={x:.6f}")
    if iteration == 0:
        moved = expm(-x * both) @ s[0] @ expm(x * both) @ vac4
        coef = [(s[q] @ vac4) @ moved for q in (0, 1)]
        assert np.allclose(coef, [np.cos(x), -np.sin(x)])
        assert np.allclose(expm(-x * both) @ state,
                           determinant(theta - x, theta - x))
        print(f"    site-1 creator becomes {coef[0]:.5f} c1 + {coef[1]:.5f} c2")
    theta -= x
assert abs(theta - np.pi / 4) < 1e-8

saddle = determinant(np.pi / 4, np.pi / 4)
E_saddle = mean(HH, saddle).real
g2, h2 = derivatives(spin_gens, HH, saddle)
assert np.abs(g2).max() < 1e-10
values, modes = np.linalg.eigh(0.5 * (h2 + h2.T))
assert np.allclose(values, [4 * t - 2 * U, 4 * t + 2 * U])
assert modes[0, 0] * modes[1, 0] < 0 < modes[0, 1] * modes[1, 1]
for rep in (1.0, 2.0, 4.0):
    trial = derivatives(spin_gens, hubbard(t, rep), saddle)[1]
    assert abs(np.linalg.eigvalsh(trial)[0] - (4 * t - 2 * rep)) < 1e-10
print(f"symmetric determinant, theta = 45 deg: E = {E_saddle:.6f} eV")
print(f"Hessian up-up {h2[0, 0]:.4f}, up-down {h2[0, 1]:.4f} eV")
print(f"Hessian eigenvalues: {values[0]:.4f} and {values[1]:.4f} eV")
print(f"falling mode (up, down), overall sign free: "
      f"({modes[0, 0]:.4f}, {modes[1, 0]:.4f})")


def opposite(x):
    return mean(HH, determinant(np.pi / 4 - x, np.pi / 4 + x)).real


x_small = 0.1
direction = np.array([x_small, -x_small])
quadratic = E_saddle + 0.5 * direction @ h2 @ direction
assert abs(opposite(x_small) - quadratic) < 1e-3
print(f"opposite rotation x = {x_small:.1f} rad: E = {opposite(x_small):.6f} eV,"
      f" quadratic model {quadratic:.6f} eV")

best = minimize_scalar(opposite, bounds=(0.01, np.pi / 4), method='bounded',
                       options={'xatol': 1e-10})
assert abs(np.cos(2 * best.x) - 2 * t / U) < 1e-6
assert abs(best.fun + 2 * t * t / U) < 1e-9
broken = determinant(np.pi / 4 - best.x, np.pi / 4 + best.x)
g3, h3 = derivatives(spin_gens, HH, broken)
broken_values = np.linalg.eigvalsh(0.5 * (h3 + h3.T))
assert np.abs(g3).max() < 1e-5 and broken_values[0] > 0
raise_spin = s[0] @ s[2].T + s[1] @ s[3].T


def spin_square(state):
    """Valid for equal numbers of up and down electrons."""
    return np.linalg.norm(raise_spin @ state) ** 2


assert spin_square(saddle) < 1e-12 and spin_square(broken) > 0.1
n_up = np.rint(np.diag(s[0] @ s[0].T + s[1] @ s[1].T))
n_down = np.rint(np.diag(s[2] @ s[2].T + s[3] @ s[3].T))
block = np.where((n_up == 1) & (n_down == 1))[0]
E_full = np.linalg.eigvalsh(HH[np.ix_(block, block)])[0]
assert abs(E_full - (U / 2 - np.sqrt(U * U / 4 + 4 * t * t))) < 1e-10
assert E_full < best.fun < E_saddle
print(f"spin-broken minimum: x = {best.x:.5f} rad = {np.degrees(best.x):.3f} deg")
print(f"spin-broken determinant: E = {best.fun:.6f} eV")
print(f"its Hessian eigenvalues: {broken_values[0]:.4f}, {broken_values[1]:.4f} eV")
print(f"<S^2>/hbar^2: symmetric {abs(spin_square(saddle)):.4f},"
      f" broken {spin_square(broken):.4f}")
print(f"full diagonalization of the model: E = {E_full:.6f} eV")
print(f"energy missed by symmetric determinant: {E_saddle - E_full:.6f} eV")
print(f"energy missed by broken determinant: {best.fun - E_full:.6f} eV")
print("all assertions hold")
```

Output:

```
GENERAL TESTS (5 spin orbitals, dimensionless integrals)
creation-operator transformation, max error: 8.5e-16
determinant overlaps against minors, max error: 3.2e-16
number of real rotation parameters: 25
gradient against finite differences, max error: 4.2e-08
Hessian against finite differences, max error: 1.4e-07
order dependence of double commutator, max: 1.652
density-matrix formulas, max error: 1.1e-15
single-determinant formulas, max error: 1.8e-15
HUBBARD DIMER
hopping t = 1.0 eV, repulsion U = 3.0 eV
Newton steps, equal rotation of both spins (x in rad):
 0: theta=30.00000 deg, E=0.142949 eV, g=4.59808 eV, H=12.92820 eV, x=-0.355662
    site-1 creator becomes 0.93742 c1 + 0.34821 c2
 1: theta=50.37796 deg, E=-0.412619 eV, g=-1.84658 eV, H=19.02355 eV, x=0.097068
 2: theta=44.81636 deg, E=-0.499897 eV, g=0.06410 eV, H=19.99885 eV, x=-0.003205
 3: theta=45.00001 deg, E=-0.500000 eV, g=-0.00000 eV, H=20.00000 eV, x=0.000000
 4: theta=45.00000 deg, E=-0.500000 eV, g=0.00000 eV, H=20.00000 eV, x=-0.000000
symmetric determinant, theta = 45 deg: E = -0.500000 eV
Hessian up-up 4.0000, up-down 6.0000 eV
Hessian eigenvalues: -2.0000 and 10.0000 eV
falling mode (up, down), overall sign free: (-0.7071, 0.7071)
opposite rotation x = 0.1 rad: E = -0.519337 eV, quadratic model -0.520000 eV
spin-broken minimum: x = 0.42053 rad = 24.095 deg
spin-broken determinant: E = -0.666667 eV
its Hessian eigenvalues: 3.3333, 8.6667 eV
<S^2>/hbar^2: symmetric 0.0000, broken 0.5556
full diagonalization of the model: E = -1.000000 eV
energy missed by symmetric determinant: 0.500000 eV
energy missed by broken determinant: 0.333333 eV
all assertions hold
```
